**Janak's theorem and the N 1s binding energy of NH3**

The program tests $dE/dn=\varepsilon_c(n)$ and $E(0)-E(1)=\int_0^1[-\varepsilon_c(n)]\,dn$, where $n$ is the occupation of one spin-up N 1s orbital, $E(n)$ the self-consistent total energy and $\varepsilon_c(n)$ the core eigenvalue. It uses spin-unrestricted, non-relativistic PBE at fixed nuclei. It asserts that energy difference quotients at $n=1/2$ agree with the eigenvalue for both relaxed and frozen orbitals, and that relaxation lowers the curvature. Explicit core-valence rotation is used to assert that the constrained state is stationary but not a minimum. The eigenvalue integral is asserted to agree with the separately computed total-energy difference, which is also re-evaluated on a finer integration grid. Symbolic integration tests the transition-state correction for a cubic eigenvalue curve and the two-point rule for a quadratic one. The output gives 404.40 eV for both the integral and the energy difference, 406.14 eV for the transition state and 379.63 eV for minus the initial-state eigenvalue.

## Numerical check

```python
# Result under test: for a core spin orbital with constrained occupation n,
#   dE/dn = eps(n)   and   E(0) - E(1) = integral_0^1 [-eps(n)] dn,
# where E(n) is the self-consistent total energy and eps(n) the core eigenvalue.
# System: NH3, one spin-up N 1s orbital with occupation n, all other occupied
# spin orbitals full. Unrestricted PBE, non-relativistic, fixed nuclei.
# Energies are in hartree inside the program; most are printed in eV.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from pyscf import gto, dft, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]

# Geometry from a bond length and an H-N-H angle
bond, angle_deg = 1.01, 107.0
sin_polar = 2 * np.sin(np.radians(angle_deg) / 2) / np.sqrt(3)
cos_polar = np.sqrt(1 - sin_polar**2)
atoms = [("N", (0.0, 0.0, 0.0))]
for azimuth in (0.0, 2 * np.pi / 3, 4 * np.pi / 3):
    atoms.append(("H", (bond * sin_polar * np.cos(azimuth),
                        bond * sin_polar * np.sin(azimuth),
                        bond * cos_polar)))

# Uncontracted s, p, d primitives on N let the core orbital relax
primitives = {(shell[0], row[0]) for shell in gto.basis.load("cc-pvtz", "N")
              for row in shell[1:] if shell[0] <= 2}
n_basis = [[l, [exponent, 1.0]] for l, exponent in sorted(primitives)]
mol = gto.M(atom=atoms, basis={"N": n_basis, "H": "cc-pvdz"},
            unit="Angstrom", verbose=0)
nao = mol.nao_nr()

mf = dft.UKS(mol)
mf.xc = "PBE"
mf.grids.atom_grid = {"N": (60, 194), "H": (30, 110)}
mf.grids.build()
mf.conv_tol = 1e-10
mf.conv_tol_grad = 3e-6
mf.max_cycle = 80


def occupations(n):
    occ = np.zeros((2, nao))
    occ[:, :5] = 1.0
    occ[0, 0] = n
    return occ


def density(coeff, n):
    return np.einsum("spi,si,sqi->spq", coeff, occupations(n), coeff)


def solve(n, guess):
    mf.get_occ = lambda mo_energy=None, mo_coeff=None: occupations(n)
    energy = mf.kernel(dm0=guess)
    assert mf.converged
    return energy, mf.mo_energy[0][0], np.array(mf.mo_coeff)


# Quadrature in t with n = t^2, which resolves a steep curve near n = 0
x, w = np.polynomial.legendre.leggauss(6)
t = (x + 1) / 2
nodes = t**2
weights = w * t            # (w/2) * dn/dt
h = 0.02
half, up, down, third = 0.5, 0.5 + h, 0.5 - h, 1.0 / 3.0
path = sorted(set(list(nodes) + [0.0, 1.0, half, up, down, third]),
              reverse=True)
E, eps, C = {}, {}, {}
guess = None
for n in path:
    E[n], eps[n], C[n] = solve(n, guess)
    guess = density(C[n], n)

# The constrained orbital remains the N 1s orbital along the path
S = mol.intor("int1e_ovlp")
overlap = abs(C[1.0][0][:, 0] @ S @ C[0.0][0][:, 0])
assert overlap > 0.95

# Janak's theorem at n = 1/2: the quotient differs from eps by h^2 eps''/6,
# and the Simpson mean of eps removes that truncation error
quotient = (E[up] - E[down]) / (2 * h)
simpson_mean = (eps[down] + 4 * eps[half] + eps[up]) / 6
assert abs(quotient - eps[half]) < 3e-4
assert abs(quotient - simpson_mean) < 2e-5

# Frozen orbitals: same first derivative, different second derivative
frozen_up = mf.energy_tot(dm=density(C[half], up))
frozen_down = mf.energy_tot(dm=density(C[half], down))
frozen_quotient = (frozen_up - frozen_down) / (2 * h)
curv_relaxed = (E[up] - 2 * E[half] + E[down]) / h**2
curv_frozen = (frozen_up - 2 * E[half] + frozen_down) / h**2
slope_eps = (eps[up] - eps[down]) / (2 * h)
assert abs(frozen_quotient - eps[half]) < 5e-4
assert abs(curv_relaxed - slope_eps) < 2e-3
assert curv_relaxed < curv_frozen - 0.01

# Stationary but not a minimum: rotate the core with a full valence orbital
theta = 0.01
rotated = []
for angle in (theta, -theta):
    coeff = C[half].copy()
    core, valence = C[half][0][:, 0], C[half][0][:, 1]
    coeff[0][:, 0] = np.cos(angle) * core + np.sin(angle) * valence
    coeff[0][:, 1] = np.cos(angle) * valence - np.sin(angle) * core
    rotated.append(mf.energy_tot(dm=density(coeff, half)))
rotation_slope = (rotated[0] - rotated[1]) / (2 * theta)
rotation_change = (rotated[0] + rotated[1]) / 2 - E[half]
rotation_leading = (half - 1) * (mf.mo_energy[0][1] * 0 +
                                 C[half][0][:, 1] @ mf.get_fock(
                                     dm=density(C[half], half))[0]
                                 @ C[half][0][:, 1] - eps[half]) * theta**2
assert abs(rotation_slope) < 1e-3
assert max(rotated) < E[half]
assert abs(rotation_change / rotation_leading - 1) < 0.2

# Integral of -eps against the separately computed total-energy difference
delta_scf = E[0.0] - E[1.0]
integral = -sum(wt * eps[n] for wt, n in zip(weights, nodes))
assert abs(integral - delta_scf) < 5e-4

# Symbolic test of the midpoint correction and of the two-point rule
s = sp.symbols("s")
a = sp.symbols("a0:4")
cubic = sum(a[k] * s**k for k in range(4))
mid_error = sp.integrate(-cubic, (s, 0, 1)) + cubic.subs(s, sp.Rational(1, 2))
mid_formula = -sp.diff(cubic, s, 2).subs(s, sp.Rational(1, 2)) / 24
assert sp.simplify(mid_error - mid_formula) == 0
quadratic = cubic.subs(a[3], 0)
two_point = -(quadratic.subs(s, 1) + 3 * quadratic.subs(s, sp.Rational(1, 3))) / 4
assert sp.simplify(sp.integrate(-quadratic, (s, 0, 1)) - two_point) == 0

transition = -eps[half]
two_point_value = -(eps[1.0] + 3 * eps[third]) / 4
eps_second = (eps[up] - 2 * eps[half] + eps[down]) / h**2

# Removal of the core electron with the orbitals of the initial state
frozen_hole = density(C[1.0], 0.0)
frozen_removal = mf.energy_tot(dm=frozen_hole) - E[1.0]
c0 = C[1.0][0][:, 0]
frozen_end = -(c0 @ mf.get_fock(dm=frozen_hole)[0] @ c0)
assert frozen_removal > delta_scf

# Same density matrices on a finer integration grid
fine = dft.UKS(mol)
fine.xc = "PBE"
fine.grids.level = 4
fine.grids.build()
delta_fine = (fine.energy_tot(dm=density(C[0.0], 0.0))
              - fine.energy_tot(dm=density(C[1.0], 1.0)))
assert abs(delta_fine - delta_scf) < 1e-3

print("NH3, N 1s, unrestricted PBE, non-relativistic")
print(f"N-H bond length: {bond:.2f} angstrom")
print(f"H-N-H angle: {angle_deg:.0f} degrees")
print(f"number of basis functions: {nao}")
print(f"E(1), initial state: {E[1.0]:.6f} hartree")
print(f"E(0), core-hole state: {E[0.0]:.6f} hartree")
print(f"overlap of core orbitals at n=1 and n=0: {overlap:.4f}")
print("occupation n, -eps(n) in eV:")
for n in path:
    print(f"  {n:.5f}  {-eps[n] * EV:.3f}")
print("quadrature occupations n and weights:")
for n, wt in zip(nodes, weights):
    print(f"  {n:.5f}  {wt:.5f}")
print(f"occupation step h: {h:.2f}")
print(f"-dE/dn at n=1/2, relaxed quotient: {-quotient * EV:.4f} eV")
print(f"-dE/dn at n=1/2, frozen quotient: {-frozen_quotient * EV:.4f} eV")
print(f"-eps(1/2): {transition * EV:.4f} eV")
print(f"-Simpson mean of eps around 1/2: {-simpson_mean * EV:.4f} eV")
print(f"E'' at n=1/2, relaxed: {curv_relaxed * EV:.2f} eV")
print(f"d eps/dn at n=1/2: {slope_eps * EV:.2f} eV")
print(f"E'' at n=1/2, frozen: {curv_frozen * EV:.2f} eV")
print(f"rotation angle: {theta:.2f} rad")
print(f"energy slope under rotation: {rotation_slope * EV:.5f} eV/rad")
print(f"energy change under rotation: {rotation_change * EV:.5f} eV")
print(f"leading estimate of that change: {rotation_leading * EV:.5f} eV")
print(f"binding energy E(0)-E(1): {delta_scf * EV:.3f} eV")
print(f"integral of -eps: {integral * EV:.3f} eV")
print(f"integral minus energy difference: {(integral-delta_scf)*EV:.5f} eV")
print(f"E(0)-E(1) on finer grid: {delta_fine * EV:.3f} eV")
print(f"transition state minus E(0)-E(1): {(transition-delta_scf)*EV:.3f} eV")
print(f"eps''(1/2): {eps_second * EV:.2f} eV")
print(f"eps''(1/2)/24: {eps_second * EV / 24:.3f} eV")
print(f"two-point rule: {two_point_value * EV:.3f} eV")
print(f"two-point minus E(0)-E(1): {(two_point_value-delta_scf)*EV:.3f} eV")
print(f"mean of -eps(0) and -eps(1): {-(eps[0.0]+eps[1.0])/2*EV:.3f} eV")
print(f"frozen-orbital removal energy: {frozen_removal * EV:.3f} eV")
print(f"relaxation energy: {(frozen_removal - delta_scf) * EV:.3f} eV")
print(f"-<core|F|core> at n=0, frozen orbitals: {frozen_end * EV:.3f} eV")
print("OK")
```

Printed output:

```
NH3, N 1s, unrestricted PBE, non-relativistic
N-H bond length: 1.01 angstrom
H-N-H angle: 107 degrees
number of basis functions: 50
E(1), initial state: -56.497546 hartree
E(0), core-hole state: -41.635960 hartree
overlap of core orbitals at n=1 and n=0: 0.9999
occupation n, -eps(n) in eV:
  1.00000  379.629
  0.93361  383.360
  0.68990  396.587
  0.52000  405.178
  0.50000  406.141
  0.48000  407.091
  0.38354  411.471
  0.33333  413.588
  0.14493  419.811
  0.02869  420.001
  0.00114  418.355
  0.00000  418.247
quadrature occupations n and weights:
  0.00114  0.00578
  0.02869  0.06111
  0.14493  0.17813
  0.38354  0.28978
  0.68990  0.29965
  0.93361  0.16554
occupation step h: 0.02
-dE/dn at n=1/2, relaxed quotient: 406.1389 eV
-dE/dn at n=1/2, frozen quotient: 406.1387 eV
-eps(1/2): 406.1410 eV
-Simpson mean of eps around 1/2: 406.1389 eV
E'' at n=1/2, relaxed: 47.83 eV
d eps/dn at n=1/2: 47.83 eV
E'' at n=1/2, frozen: 84.39 eV
rotation angle: 0.01 rad
energy slope under rotation: 0.00029 eV/rad
energy change under rotation: -0.01891 eV
leading estimate of that change: -0.01894 eV
binding energy E(0)-E(1): 404.404 eV
integral of -eps: 404.404 eV
integral minus energy difference: -0.00026 eV
E(0)-E(1) on finer grid: 404.404 eV
transition state minus E(0)-E(1): 1.737 eV
eps''(1/2): 31.10 eV
eps''(1/2)/24: 1.296 eV
two-point rule: 405.098 eV
two-point minus E(0)-E(1): 0.694 eV
mean of -eps(0) and -eps(1): 398.938 eV
frozen-orbital removal energy: 421.977 eV
relaxation energy: 17.573 eV
-<core|F|core> at n=0, frozen orbitals: 451.657 eV
OK
```
